# Gaussian Barrier Uncertainty and the Lognormal Rate Constant

A barrier of 80 kJ/mol with a standard uncertainty of 4 kJ/mol looks well determined, since the uncertainty is 5 % of the value. Linear error propagation at 300 K nevertheless gives a 95 % interval for the rate constant that runs from −2.1 to +4.1 times its central value. The lower end is impossible, because a rate constant cannot be negative. The upper end is also wrong: the correct one is 23 times the central value. The fault lies in replacing an exponential by its tangent over a range where it is strongly curved.

## 1. The model and one fixed error

Let the rate constant be

$$k(E)=A e^{-\beta E},\qquad \beta=\frac{1}{RT},$$

where $E$ is the molar barrier, $R$ the gas constant and $T$ the temperature. The prefactor $A$ and the temperature are taken as known, so that all the uncertainty comes from $E$. Let $E_0$ be the best estimate of the barrier, after correction for any known bias, and define

$$k_0=A e^{-\beta E_0}.$$

Suppose first that the true barrier differs from $E_0$ by a fixed amount $\delta$. Then

$$k(E_0+\delta)=A e^{-\beta E_0}e^{-\beta\delta}=k_0e^{-\beta\delta}.$$

An additive error in the barrier is a multiplicative error in the rate. Its size is governed by $\delta/RT$, and the ratio $\delta/E_0$ does not enter. This is why a 5 % barrier uncertainty says nothing by itself about the accuracy of the rate.

Now let the barrier be either $E_0-\sigma$ or $E_0+\sigma$, with equal probability. With the dimensionless uncertainty

$$s=\beta\sigma=\frac{\sigma}{RT},$$

the two rates are $k_0e^{s}$ and $k_0e^{-s}$. They lie at equal ratios from $k_0$, but not at equal distances. Their mean is

$$\langle k\rangle_{\text{two}}=\frac{k_0}{2}\left(e^{s}+e^{-s}\right)=k_0\cosh s
=k_0\left(1+\frac{s^2}{2}+\frac{s^4}{24}+\dots\right).$$

**Limit.** For $s\to0$ the mean returns to $k_0$. For any other $s$ it is larger, because the low barrier raises the rate by more than the high barrier reduces it. Two features will survive in the Gaussian case: symmetry in ratio, and a mean above the central value.

## 2. From two barriers to a Gaussian

Let the knowledge of the barrier be described by a Gaussian with mean $E_0$ and standard deviation $\sigma$:

$$g(E)=\frac{1}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(E-E_0)^2}{2\sigma^2}\right].$$

This is a distribution of belief about one barrier. It does not describe a collection of sites with different barriers.

The input $\sigma$ is a standard deviation. If a method is characterized by a mean absolute error instead, and its errors are Gaussian with zero mean, a conversion is needed. For a standard normal variable $Y$, with density $\varphi(y)=e^{-y^2/2}/\sqrt{2\pi}$,

$$\langle |Y|\rangle=2\int_0^\infty y\,\varphi(y)\,dy=2\varphi(0)=\sqrt{\frac{2}{\pi}},$$

because $y\varphi=-\varphi'$. The mean absolute error is therefore $\sigma\sqrt{2/\pi}$, which is smaller than $\sigma$.

Taking the logarithm of the rate law gives

$$\ln k=\ln A-\beta E=\ln k_0-\beta(E-E_0).$$

A linear function of a Gaussian variable is Gaussian. Hence $\ln k$ has mean $\ln k_0$ and standard deviation $\beta\sigma=s$, and $k$ is by definition lognormal. It is convenient to write $E=E_0-\sigma Y$, with $Y$ standard normal, so that

$$k=k_0e^{sY}.$$

The minus sign makes positive $Y$ mean a low barrier and a high rate.

The density of $k$ follows from conservation of probability, $p(k)\,|dk|=g(E)\,|dE|$. Inverting the rate law,

$$E-E_0=-\frac{1}{\beta}\ln\frac{k}{k_0},\qquad \left|\frac{dE}{dk}\right|=\frac{1}{\beta k}.$$

Inserting both into $g(E)|dE/dk|$ and using $\beta\sigma=s$ gives

$$p(k)=\frac{1}{k\,s\sqrt{2\pi}}\exp\left[-\frac{\left(\ln(k/k_0)\right)^2}{2s^2}\right],\qquad k>0.$$

The factor $1/k$ comes from the change of variable.

**Limit.** Put $k=k_0(1+\epsilon)$. For $s\ll1$ the important $\epsilon$ are of order $s$, so $\ln(1+\epsilon)\approx\epsilon$ and the factor $1/k$ is nearly $1/k_0$. The density then becomes a Gaussian in $k$ with mean $k_0$ and standard deviation $k_0s$. This is the regime of linear propagation.

## 3. Median and asymmetric interval

Let $\Phi$ be the cumulative distribution function of $Y$. For $x>0$, the inequality $k_0e^{sY}<x$ is equivalent to $Y<\ln(x/k_0)/s$, so

$$P(k<x)=\Phi\left(\frac{\ln(x/k_0)}{s}\right).$$

The median is the $x$ for which this equals $1/2$. Since $\Phi(0)=1/2$,

$$k_{\text{median}}=k_0.$$

The rate computed from the best barrier is thus as likely to be too high as too low.

For a central 95 % interval, 2.5 % of the probability is left on each side. With $z=1.960$, defined by $\Phi(z)=0.975$, the ends are at $Y=-z$ and $Y=+z$:

$$k_0e^{-zs}\le k\le k_0e^{+zs}.$$

The interval is symmetric in ratio. Its upper and lower arms, measured from $k_0$, have the ratio

$$\frac{e^{zs}-1}{1-e^{-zs}}
=\frac{e^{zs}\left(1-e^{-zs}\right)}{1-e^{-zs}}=e^{zs}.$$

Numbers at 300 K follow with the round model values $E_0=80$ kJ/mol, $\sigma=4$ kJ/mol and $A=10^{13}$ s⁻¹. Here $RT=2.4943$ kJ/mol, so

$$s=\frac{4}{2.494}=1.604,\qquad
k_0=10^{13}e^{-80/2.4943}\ \text{s}^{-1}=0.118\ \text{s}^{-1}.$$

The product $zs$ is 3.143. The interval factors are $e^{-3.143}=0.0432$ and $e^{3.143}=23.2$, and the interval is 0.0051 to 2.7 s⁻¹. The upper arm is 23 times as long as the lower one.

**Limit.** For $zs\to0$ the ratio of the arms tends to 1 and the interval becomes symmetric. For $zs\to\infty$ the lower end approaches zero without crossing it, while the upper end grows without bound.

The factor $F=e^{zs}$ also shows what a better level of theory buys. Halving $\sigma$ halves the exponent and replaces $F$ by $\sqrt F$: here 23 would become 4.8. To reach a required factor $F$, the barrier uncertainty must be

$$\sigma=\frac{RT\ln F}{z}.$$

## 4. The mean and the barriers that produce it

The mean is an average over the standard normal variable:

$$\frac{\langle k\rangle}{k_0}=\int_{-\infty}^{\infty}e^{sy}\varphi(y)\,dy
=\frac{1}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{sy-y^2/2}\,dy.$$

Completing the square in the exponent,

$$sy-\frac{y^2}{2}=\frac{s^2}{2}-\frac{(y-s)^2}{2}.$$

The first term is constant and leaves the integral. What remains is a normalized Gaussian centred at $y=s$, whose integral is 1. Therefore

$$\langle k\rangle=k_0e^{s^2/2}=k_0\exp\left(\frac{\beta^2\sigma^2}{2}\right).$$

**Limit.** For small $s$ the factor is $1+s^2/2+s^4/8+\dots$. It agrees with the two-barrier result through order $s^2$, where only the variance matters. At order $s^4$ the coefficients are $1/8$ and $1/24$: the Gaussian has tails beyond $\pm\sigma$, and they enter here. The mean thus depends on the assumed shape of the distribution. The median does not depend on it as long as the median barrier is $E_0$.

The shifted Gaussian has a physical meaning. In the average of $k$, each barrier counts with its probability times its rate. This weighted distribution is centred at $y=s$, that is, at

$$E=E_0-\sigma s=E_0-\beta\sigma^2,$$

and it keeps the width $\sigma$. At 300 K the centre is 73.6 kJ/mol. Half of the mean rate comes from barriers below this value, although they carry much less than half of the probability.

The numerical mean factor is $e^{1.604^2/2}=3.62$, so the mean is 0.43 s⁻¹ while the median is 0.118 s⁻¹. The probability that the rate exceeds its own mean is

$$P\left(sY>\frac{s^2}{2}\right)=P\left(Y>\frac{s}{2}\right)=\Phi\left(-\frac{s}{2}\right),$$

which is 21 % at 300 K. The mean answers a question about expectation, for example the expected value of a quantity proportional to $k$. Which single value is best depends on how an error is counted: the mean minimizes the expected squared error in $k$, while the median $k_0$ minimizes the expected absolute error in $k$ and the expected squared error in $\ln k$. The mean lies nearer to the true rate than $k_0$ does only when $k$ exceeds their midpoint, $2.31\,k_0$ at 300 K, which has probability $\Phi(-\ln 2.31/1.604)=30$ %. Multiplying a computed rate by $e^{s^2/2}$ does not repair an error in the barrier.

## 5. Standard deviation and mode

For the second moment, $k^2=k_0^2e^{2sY}$. The integral is the one just evaluated, with $s$ replaced by $2s$:

$$\langle k^2\rangle=k_0^2e^{(2s)^2/2}=k_0^2e^{2s^2}.$$

Subtracting the squared mean, $k_0^2e^{s^2}$, gives

$$\operatorname{SD}(k)=k_0\sqrt{e^{2s^2}-e^{s^2}}
=k_0\sqrt{e^{s^2}\left(e^{s^2}-1\right)}.$$

At 300 K this is $12.6\,k_0$. An interval written as mean plus or minus this number would again include negative rates. The standard deviation is the correct root-mean-square spread about the mean, but it is a poor description of so skewed a distribution.

The mode is the maximum of $p(k)$. From

$$\ln p=\text{constant}-\ln k-\frac{\left(\ln(k/k_0)\right)^2}{2s^2}$$

one obtains

$$\frac{d\ln p}{dk}=-\frac{1}{k}\left[1+\frac{\ln(k/k_0)}{s^2}\right].$$

The derivative changes from positive to negative at $\ln(k/k_0)=-s^2$, so the mode is $k_0e^{-s^2}$. At 300 K it is $0.076\,k_0$. The order is mode, median, mean, and all three merge as $s\to0$. The mode belongs to the density per unit $k$; the density per unit $\ln k$ is a Gaussian with its maximum at $k_0$.

## 6. What linear propagation does

The first-order expansion of the rate about $E_0$ is

$$k_{\text{lin}}=k_0\left[1-\beta(E-E_0)\right]=k_0(1+sY).$$

Its mean is $k_0$, its standard deviation is $k_0s$, and its 95 % interval is $k_0(1\pm zs)$. Since $e^u$ is convex, it lies above its tangent: $e^u>1+u$ for $u\ne0$. Putting $u=\pm zs$ shows that the linear interval is too low at both ends.

Keeping the quadratic term gives the mean factor $1+s^2/2$, because $\langle Y\rangle=0$ and $\langle Y^2\rangle=1$. At 300 K this is 2.29, still well below 3.62. At this $s$ one more term in the expansion does not rescue the result: relative to the exact factor, the second-order one is 37 % too low.

There is no single value of $s$ at which linear propagation fails. The answer depends on the quantity wanted and on the error accepted. Three criteria are useful.

**Lower end of the interval.** With $u=zs$, the amount by which the linear lower end is too low, relative to the correct one, is

$$1-\frac{1-u}{e^{-u}}=1-(1-u)e^u=\frac{u^2}{2}+\frac{u^3}{3}+\dots$$

Its derivative is $ue^u>0$, so the error grows steadily. Setting it to 10 % and solving numerically gives $s=0.200$.

**Standard deviation.** With $x=s^2$, the squared ratio of the correct to the linear standard deviation is

$$\frac{e^{2x}-e^x}{x}
=\frac{(1+2x+2x^2+\dots)-(1+x+x^2/2+\dots)}{x}
=1+\frac{3x}{2}+\dots$$

The square root gives

$$\frac{\operatorname{SD}(k)}{k_0s}=1+\frac{3s^2}{4}+\dots$$

The linear value is 10 % below the correct one at $s=0.374$, found by numerical solution of the full expression.

**Sign.** The linear lower end $1-zs$ becomes negative for $s>1/z=0.510$. By then the approximation has already failed the other two criteria.

These limits become barrier uncertainties through $\sigma=sRT$, or temperatures through $T=\sigma/(Rs)$:

| Criterion | $s$ | $\sigma$ at 300 K (kJ/mol) | $T$ for $\sigma=4$ kJ/mol (K) |
|---|---:|---:|---:|
| lower end 10 % low | 0.200 | 0.50 | 2407 |
| SD 10 % low | 0.374 | 0.93 | 1286 |
| lower end zero | 0.510 | 1.27 | 943 |

Linear propagation is acceptable by a given criterion for smaller $\sigma$ or higher $T$ than listed. At 300 K, a linearly propagated 95 % interval good to 10 % at its lower end needs a barrier uncertainty of about 0.5 kJ/mol or less.

The remedy costs nothing. Since $\ln k$ is linear in $E$, linear propagation applied to $\ln k$ is exact in this model. One propagates $\ln k=\ln k_0\pm zs$ and exponentiates the two ends.

## 7. A high temperature, and a misleading coverage

At 1500 K the same barrier error gives $RT=12.47$ kJ/mol and $s=4/12.47=0.321$. The median is $1.64\times10^{10}$ s⁻¹ and the mean factor is 1.053, close to the second-order value 1.051. The linear standard deviation, $0.321\,k_0$, is 7 % below the correct $0.347\,k_0$.

The interval is less well served. The correct ends are $0.533\,k_0$ and $1.875\,k_0$, whereas linear propagation gives $0.371\,k_0$ and $1.629\,k_0$. Relative to the correct values, the linear ends are 30 % and 13 % too low.

The probability that the linear interval contains the rate hides this. The probability missed above it is

$$P\left(e^{sY}>1+zs\right)=\Phi\left(-\frac{\ln(1+zs)}{s}\right),$$

and the probability missed below it is

$$P\left(e^{sY}<1-zs\right)=\Phi\left(\frac{\ln(1-zs)}{s}\right)\qquad(zs<1).$$

For $zs\ge1$ nothing is missed below, because no rate is negative. At 1500 K the missed parts are 6.4 % above and 0.1 % below, where 2.5 % was intended on each side. The coverage is 93.5 %, close to the nominal 95 %, but nearly all the misses are fast rates.

The cancellation can be seen for $zs\ll1$. Expanding the logarithms,

$$\frac{\ln(1+zs)}{s}=z-\frac{z^2s}{2}+\dots,\qquad
\frac{\ln(1-zs)}{s}=-z-\frac{z^2s}{2}+\dots$$

Both limits of $Y$ move down by the same amount. To first order in $s$, the upper tail therefore gains $\varphi(z)z^2s/2$ and the lower tail loses the same probability. The total coverage changes only at the next order, while each tail is already wrong at first order.

At 300 K the cancellation is gone. The linear interval misses 18.8 % above and nothing below, so its coverage is 81 %. **Limit.** For $s\to\infty$, $\ln(1+zs)/s\to0$, and the missed probability tends to $1/2$: the nominal 95 % interval then covers half of the distribution.

## 8. When the lognormal mean itself fails

A Gaussian extends to negative $E$, where $Ae^{-\beta E}$ exceeds $A$ and the activated rate law has lost its meaning. This matters little for the median if $E_0$ is many $\sigma$ above zero. The mean is more sensitive, because its weight is centred at $E_0-\beta\sigma^2$.

To measure the effect, restrict the barrier to $E>0$ and renormalize. Since $E=E_0-\sigma Y$, the condition is $Y<E_0/\sigma$. Completing the square as before,

$$\int_{-\infty}^{E_0/\sigma}e^{sy}\varphi(y)\,dy
=e^{s^2/2}\int_{-\infty}^{E_0/\sigma}\varphi(y-s)\,dy
=e^{s^2/2}\,\Phi\left(\frac{E_0}{\sigma}-s\right).$$

Dividing by the retained probability $\Phi(E_0/\sigma)$, and using $s=\beta\sigma$,

$$\frac{\langle k\rangle_{E>0}}{k_0}=e^{s^2/2}\,
\frac{\Phi\left((E_0-\beta\sigma^2)/\sigma\right)}{\Phi(E_0/\sigma)}.$$

**Limit.** If both arguments are large and positive, the ratio of the two $\Phi$ tends to 1 and the simple mean factor returns. For the barrier of 80 kJ/mol at 300 K, the smaller argument is $73.6/4=18.4$, and the restriction has no visible effect.

Take instead $E_0=10$ kJ/mol and $\sigma=6$ kJ/mol at 300 K. The weighted centre is at

$$10-\frac{6^2}{2.494}=-4.4\ \text{kJ/mol},$$

so more than half of the unrestricted mean comes from negative barriers. The unrestricted factor is 18.0; the restricted one is 4.4. The second value depends on how negative barriers are treated: keeping them but setting their rate to $A$ gives 6.8. The median is much less affected; the restriction moves it only to $0.87\,k_0$. Most of the apparent enhancement is an artefact of the Gaussian tail.

The restricted formula is a diagnostic. It does not establish the right distribution for a low barrier, nor does it make the activated rate law reliable when $E$ is comparable with $RT$. If the two factors differ appreciably, the mean is controlled by a part of the distribution about which the model knows little. A better description of the barrier error, and of the rate near zero barrier, is then needed before a mean rate is quoted.
